Triplet instability of a restricted transition state and the corrected barrier

**Result**

Let a real closed-shell Hartree–Fock (RHF) determinant be stationary at a transition-state geometry. Number its occupied orbitals i, j and its virtual orbitals a, b, with orbital energies ε. Its stability against unequal spin-up and spin-down orbitals is decided by the triplet Hessian

H(ai,bj) = 2[(ε_a − ε_i) δ_ab δ_ij − (ab|ij) − (aj|ib)].  (1)

Here (pq|rs) is the repulsion between the charge clouds φ_pφ_q and φ_rφ_s. If the lowest eigenvalue λ is negative, a finite rotation along its eigenvector lowers the energy, and a descent from there ends in a lower state. This is an unrestricted (UHF) state unless the descent happens to reach another, lower RHF solution. The barrier then follows after three further actions: test the new state, test the reactant in the same way, and locate the saddle again on the UHF surface.

The procedure lowers the Hartree–Fock energy at the saddle. It does not guarantee a more accurate barrier, because UHF still lacks correlation and is not a pure spin state.

**Energy change under a rotation**

The basis is real and orthonormal, and the numbers of up and down electrons are equal and fixed. With P^σ the density matrix of spin σ and P = P^↑ + P^↓, the energy of a determinant is

E = Σ_pq h_pq P_pq + ½ Σ (pq|rs) P_pq P_rs − ½ Σ_σ Σ (ps|rq) P^σ_pq P^σ_rs.

This is quadratic in the densities. A change D^σ therefore gives, without truncation,

ΔE = Σ_σ Tr(F^σ D^σ) + ½ Σ (pq|rs) D_pq D_rs − ½ Σ_σ Σ (ps|rq) D^σ_pq D^σ_rs,  (2)

where F^σ is the Fock matrix and D = D^↑ + D^↓.

Rotate the orbitals by C → C exp(K), with K_ai = X_ai, K_ia = −X_ai and all other elements zero. In the basis of the old orbitals the density P₀ is 1 on the occupied block and 0 elsewhere, and it becomes

exp(K) P₀ exp(−K) = P₀ + [K,P₀] + ½[K,[K,P₀]] + O(X³).

Multiplying out the blocks gives

- first order: occupied–virtual elements D_ai = D_ia = X_ai;
- second order: −XᵀX in the occupied block and +XXᵀ in the virtual block.

The first-order energy is 2 Σ_σ Σ F_ai X^σ_ai. It vanishes because F_ai = 0 at a stationary state. The second-order density contributes Σ(ε_a − ε_i)(X^σ_ai)² for each spin.

Now choose X^↑ = x/√2 and X^↓ = −x/√2. The second-order terms are then as follows.

1. The orbital-energy terms of the two spins add to Σ(ε_a − ε_i)x_ai².
2. The first-order changes of the total density cancel, so the Coulomb term vanishes at this order.
3. The exchange term has prefactor −½ · 2 · ½ = −½: two spins, each with (1/√2)². Each factor D can be an ai or an ia element. The four combinations give (ab|ij) twice and (aj|ib) twice. The sum is −Σ[(ab|ij) + (aj|ib)] x_ai x_bj.

Hence

E(x) = E₀ + ½ xᵀHx + O(x⁴),

with H given by (1). There is no cubic term, because x → −x exchanges the spins and leaves the energy unchanged.

If both spins rotate alike, the Coulomb term survives. The total first-order density is √2 times that of x, so the term equals Σ(pq|rs)d_pq d_rs = 4Σ(ai|bj)x_ai x_bj, where d_ai = d_ia = x_ai. This adds 8(ai|bj) to (1) and gives the singlet Hessian. Spin exchange forbids mixed second-order terms between the two kinds of rotation.

**A case solvable by hand**

Take two orbitals with coupling −t, on-site repulsion U and two electrons. The bonding and antibonding orbitals are (1,±1)/√2, so ε_a − ε_i = 2t. Both integrals in (1) equal U(¼ + ¼) = U/2. Therefore

λ = 2(2t − U/2 − U/2) = 4t − 2U,

and RHF is unstable for U > 2t.

The whole energy curve is available here. Rotate the spins by ±η, with η = x/√2, and put c = cos 2η. The bond energy is −2tc. On one site the spin densities are (1 + sin 2η)/2 and (1 − sin 2η)/2, with product c²/4. The other site gives the same product, so

E = −2tc + Uc²/2.

At c = 1 this is E_RHF = U/2 − 2t. For U > 2t the minimum is at c = 2t/U, with E_UHF = −2t²/U. The energy gained is

E_RHF − E_UHF = U/2 − 2t + 2t²/U = (U − 2t)²/(2U) = λ²/(8U).

At fixed U the gain is thus quadratic in λ, and in this model a slightly negative eigenvalue signals a small gain from RHF to UHF. It does not signal a small error of RHF, which lacks correlation even where λ = 0. For t = 1 eV and U = 4 eV, λ = −4 eV and the energy falls from 0 to −0.5 eV.

The true singlet shows what UHF omits. The covalent singlet has energy 0, the symmetric ionic singlet has energy U, and they are coupled by −2t. The lower root is U/2 − √(U²/4 + 4t²), which tends to −4t²/U for U ≫ t. UHF recovers half of this stabilization in that limit.

**The algorithm**

1. Converge RHF, build (1) and diagonalize it. If λ > 0, the state is locally stable against these rotations; if λ = 0, higher orders decide.
2. If λ < 0, take the normalized eigenvector v and rotate the two spins by ±zv/√2. The step z must be finite, because the orbital gradient is zero at z = 0. Choose z by minimizing E(z).
3. Reconverge with independent spins. A minimizer that accepts only lower energies cannot return to the RHF energy. Damped self-consistent iteration has no such guarantee, so its final energy must be compared with the starting one.
4. Test the new state with its full Hessian, in which up and down rotations are independent. Repeat the displacement if an eigenvalue is negative.
5. Treat the reactant likewise, relocate the saddle, and subtract the energies.

A non-negative λ does not exclude a lower solution separated by an energy hill. Complex orbitals, and for a UHF state also rotations that mix up with down spin, need other Hessians and are not covered here.

**Errors of convergence and of geometry**

Near a UHF minimum let the remaining orbital gradient be g. To leading order the orbital error is δ = H⁻¹g, where H is now the full UHF Hessian, and the energy error is

½ δᵀHδ = ½ gᵀH⁻¹g ≤ |g|²/(2λ_min).

The estimate weakens where λ_min approaches zero, as it does where the UHF and RHF solutions merge.

The geometry error has the same form. Let s be the reaction coordinate. On a converged surface the orbitals contribute nothing to the first derivative, and in a fixed orthonormal basis

dE/ds = Σ_pq P_pq dh_pq/ds + dE_core/ds.  (3)

Atom-centred basis functions that overlap and move would add further terms. If the old saddle has slope E′ on the new surface, whose curvature is E″ < 0, the displacement to the new saddle is Δs ≈ −E′/E″. The energy rises by about ½E′Δs.

**Example: an alkyl shift across an allyl group**

The model has four electrons in four orbitals. Orbital 0 is a p orbital on the migrating carbon; orbitals 1, 2 and 3 form the allyl fragment. The carbon moves from end 1 to end 3 and uses opposite lobes for the two bonds, so its configuration is inverted. With s = sin θ, the reactant is at s = 1 and the product at s = −1. The couplings are

h₀₁ = −g₊,  h₀₃ = +g₋,  h₁₂ = h₂₃ = −t,
g± = (b/2)(1 ± s)[1 − w(1 − s²)].

The bracket weakens both bonds midway. Each orbital has repulsion U, and the core energy is Rs² + Ds/2. The chosen values are t = 2.5 eV, b = 3 eV, U = 4 eV, w = 0.6, R = 0.5 eV and D = 0.5 eV. The saddle is the maximum along s; other nuclear coordinates are held fixed.

The opposite signs matter. At s = 0 both g± equal 0.6 eV. The nonbonding allyl orbital (φ₁ − φ₃)/√2 couples to orbital 0 with strength (−0.6 − 0.6)/√2 = −0.849 eV, which opens a gap of 1.697 eV. With equal signs this coupling would vanish and the two frontier levels would be degenerate.

*Restricted solution.* The couplings connect only even with odd orbitals, and every site then carries one electron in the RHF state. At the reactant the positive eigenvalues x₁ and x₂ of h satisfy x₁² + x₂² = b² + 2t² and x₁x₂ = bt. Their sum is √(b² + 2t² + 2bt) = √36.5 = 6.0415 eV. The interaction is 4 · U/4 = 4 eV and the core energy is 0.75 eV, so

E(reactant) = −12.083 + 4 + 0.75 = −7.333 eV.

A bracketing root search on (3) puts the RHF saddle at s = 0.0565. The occupied orbital energies there are −1.5359 and 1.1475 eV. Twice their sum is −0.7768 eV. The repulsion of 4 eV, counted twice in that sum, is subtracted once, and the core adds 0.0157 eV. The total is −4.761 eV and the RHF barrier is 2.572 eV.

*Stability and displacement.* The lowest triplet eigenvalue is −2.950 eV at this saddle and +1.215 eV at the reactant. The other three at the saddle are positive. The unstable eigenvector has 97% of its weight on the rotation between the highest occupied and lowest empty orbitals.

A bounded one-dimensional minimization gives z = 0.732 rad and lowers the energy by 0.363 eV. The quadratic term alone would predict ½ · 2.950 · 0.732² = 0.79 eV. For a curve with only quadratic and quartic terms, the fall at the minimum is half the quadratic part, or 0.395 eV; the remaining difference comes from higher orders. Iteration with equal mixing of old and new densities extends the fall to 0.364 eV.

At this geometry the full UHF Hessian, found from second differences of the energy, has lowest eigenvalue +4.55 eV. The state is therefore a local minimum for real rotations that conserve S_z.

*New saddle.* The UHF slope at the old saddle is 0.138 eV per unit s. Solving (3) for zero slope on the UHF surface gives s = 0.122. The predicted energy rise is ½ · 0.138 · 0.066 = 0.0046 eV, in agreement with the change of the barrier from 2.208 to 2.213 eV. Relocation matters little for the energy here because the shift is small. The UHF solution merges with RHF at s = 0.773, so the reactant needs no separate UHF energy along this branch.

**Spin and correlation**

For S_z = 0, S² equals S₋S₊. Reordering its operators gives the number of down electrons minus Σ_pq a†_q↑a_p↑a†_p↓a_q↓. In a determinant the up and down factors average separately, hence

⟨S²⟩ = N↓ − Tr(P^↑P^↓) = N↓ − Σ_ij |⟨i↑|j↓⟩|².

A singlet has zero; the UHF saddle has 0.753. Its spin densities on orbitals 0 to 3 are +0.84, −0.52, +0.20 and −0.52. The unpaired spin on the migrating carbon is balanced mainly by the two allyl ends. This resembles a diradical, but a singlet has no net spin density at any site, so the signs are a feature of the broken-symmetry determinant. The exact singlet of the model, obtained below, is only partly diradical at its saddle: its two frontier natural orbitals hold 1.73 and 0.27 electrons, where a full diradical has one in each.

The model is small enough for diagonalization in all 6 × 6 = 36 determinants with two up and two down electrons. This energy is exact for the model, not for a molecule.

- RHF: 2.572 eV (248 kJ/mol)
- UHF, relocated: 2.213 eV (213 kJ/mol)
- all determinants: 2.266 eV (219 kJ/mol)

Relative to the last value, the RHF barrier is 0.306 eV too high and the UHF barrier 0.053 eV too low. The small UHF error is a cancellation. UHF misses 0.559 eV of correlation at its saddle, and Hartree–Fock misses 0.610 eV at the reactant. Their difference is −0.051 eV; the remaining −0.002 eV arises because the exact model has its saddle at s = 0.082.

At 700 K, where kT = 0.0603 eV, the change from the RHF to the UHF barrier multiplies the rate by exp(0.359/0.0603) ≈ 390 if the prefactor is held fixed.

**Neglected effects and the real case**

Repulsion between neighbouring sites can be added as V_pq(n_p − 1)(n_q − 1), where n_p is the electron number. Take V = 1 eV within the allyl fragment and V(1 ± s)/2 for the pairs 0–1 and 0–3. With the geometries held at s = 0.122 and s = 1, the UHF barrier rises by 0.35 eV and the exact model barrier by 0.20 eV. The UHF error then becomes −0.05 + 0.35 − 0.20 = +0.10 eV. The close agreement found above, and even the sign of the error, depends on the interaction model.

For the swing, take an effective mass of 11 u on an arc of radius 1.2 Å. The frequencies follow from d²E/dθ² divided by the moment of inertia. The reactant zero-point energy of this mode is 21 meV, which is lost at the saddle and lowers the barrier by that amount. The imaginary-mode quantum is 24 meV, and the leading Wigner factor 1 + (ħω/kT)²/24 is 1.007. Tunnelling is negligible for these values.

The parameters are effective values chosen for illustration, and the real counterpart is a 1,3-alkyl shift in an alkene. Barriers of roughly 2 to 3 eV are plausible for such shifts, but the model's agreement with this range depends on its parameters. In particular, it keeps the full coupling h₁₂ = −t at the reactant, where carbon 1 is saturated and conjugates only weakly with the double bond. Reducing this coupling to 0.6t at the reactant alone, with the saddles unchanged, lowers the RHF barrier to 1.89 eV and the UHF barrier to 1.53 eV. Their difference stays at 0.36 eV. The model therefore illustrates the instability and its effect on a barrier, but does not predict the barrier of a particular molecule. Real molecules break the assumption of purely on-site repulsion; in the model, an assumed neighbour repulsion of 1 eV already moves the barrier by a few tenths of an eV. They can also dissociate into two radicals, a path absent from this one-coordinate model. For a reported barrier, the negative eigenvalue and the large ⟨S²⟩ call for a correlated method that includes both leading configurations of the saddle, with either frontier orbital doubly occupied. These two configurations alone do not ensure a balanced barrier. The active orbitals should describe both the σ bond that shifts and the π bond, at reactant and saddle alike, and the correlation outside them must also be treated.

Numbers in the example were calculated in double precision.
